# Truncated Coulomb Exchange on k-Point Meshes: Kernel, Zero-Wavevector Limit and Convergence, part 2

Exact exchange in a crystal, evaluated on a finite k-point mesh, diverges for the bare Coulomb kernel \(4\pi/q^2\) at zero wavevector. The cure studied here is to use, in the exchange energy alone, the interaction \(v_R(r)=1/r\) for \(r<R\) and zero otherwise. Hartree atomic units are used.

One band with orbitals \(\psi_{\mathbf k}\), normalized to one in a cell, is doubly occupied. Its one-spin density matrix \(\gamma(\mathbf r,\mathbf r')\) is the Brillouin-zone average of \(\psi_{\mathbf k}(\mathbf r)\psi^*_{\mathbf k}(\mathbf r')\). The exchange energy per cell of the infinite crystal is

\[
E_x=-\int d^3s\,\frac{P(\mathbf s)}{s},\qquad
P(\mathbf s)=\int_{\rm cell}d^3r\,|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2 ,
\]

with \(\int d^3s\,P(\mathbf s)=1\). We call \(P\) the hole.

A uniform mesh of \(N_k\) points corresponds to a periodic supercell of volume \(V\), with lattice vectors \(\mathbf T\) and reciprocal vectors \(\mathbf Q=\mathbf k'-\mathbf k+\mathbf G\), where \(\mathbf G\) is a reciprocal lattice vector of the crystal. The mesh density matrix \(\gamma_N\) is \(\gamma\) plus its images displaced by \(\mathbf T\), and \(P_N\) is built from it as \(P\) is from \(\gamma\). The mesh energy is

\[
E_N(R)=-\frac1V\sum_{\mathbf Q}S(\mathbf Q)v_R(\mathbf Q)=-\int_{s<R}d^3s\,\frac{P_N(\mathbf s)}{s},
\]

where the second equality is the identity of part (e), and

\[
S(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}|M_{\mathbf k\mathbf k'}(\mathbf G)|^2 ,
\]

\[
M_{\mathbf k\mathbf k'}(\mathbf G)=\int_{\rm cell}d^3r\,e^{-i(\mathbf k'-\mathbf k+\mathbf G)\cdot\mathbf r}\,\psi^*_{\mathbf k}(\mathbf r)\psi_{\mathbf k'}(\mathbf r).
\]

Here \(S(0)=1\), \(v_R(q)=4\pi(1-\cos qR)/q^2\) and \(v_R(0)=2\pi R^2\). The error formula of part (e) is

\[
E_N(R)-E_x=\int_{s>R}d^3s\,\frac{P(\mathbf s)}{s}-\int_{s<R}d^3s\,\frac{P_N(\mathbf s)-P(\mathbf s)}{s}.
\]

The first term is the lost tail of the hole. The second contains the images, both their own weight and their interference with the central density matrix.

For a cubic supercell of edge \(L\), two radii are compared: the equal-volume radius \(R=(3/4\pi)^{1/3}L\approx0.62L\), for which the \(\mathbf Q=0\) term of the energy is \(-3/(2R)\), and the inscribed radius \(R=L/2\).

Part (g) asks how the error depends on the radius in an insulator, and what the leading loss of exchange is in a free-electron metal with Fermi wavevector \(k_F\).

**Solution for the insulator.** Consider one component \(k\) of the wavevector and a displacement \(T>0\) along it. The density matrix between \(\mathbf r\) and \(\mathbf r'+\mathbf T\) contains the integral over one period of \(f(k)e^{-ikT}\), with \(f(k)=\psi_k(\mathbf r)\psi_k^*(\mathbf r')\). Apart from the phase factor \(e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\), which is analytic for all complex \(k\), this is the kernel of the projector on the cell-periodic part of the occupied orbital.

When a gap separates this band from the others, the projector can be written as

\[
\frac1{2\pi i}\oint\frac{dz}{z-H(\mathbf k)},
\]

where the path encloses the occupied energy and no other. The cell-periodic Hamiltonian \(H(\mathbf k)=\tfrac12(-i\nabla+\mathbf k)^2+V(\mathbf r)\) is a polynomial in \(\mathbf k\). The integrand therefore remains regular for slightly complex \(k\), as long as no energy touches the path. Hence \(f\) is analytic in a strip \(|{\rm Im}\,k|<\kappa\).

Shift the integration line to \(k-i\eta\) with \(0<\eta<\kappa\). The two side pieces cancel because the integrand is periodic in \(k\), and

\[
e^{-i(k-i\eta)T}=e^{-ikT}e^{-\eta T}.
\]

The density matrix thus decays exponentially, at a rate that can be taken as close to \(\kappa\) as desired. Up to prefactors, and with \(\kappa\) the smallest rate over directions, the contributions to the error in a cubic supercell are bounded as follows.

- The lost tail involves \(|\gamma|^2\) beyond \(R\), and is of order \(e^{-2\kappa R}\).
- The interference of \(\gamma\) with an image involves the two distances \(s\) and \(|\mathbf s+\mathbf T|\), whose sum is at least \(L\). It is of order \(e^{-\kappa L}\).
- The weight of an image itself is of order \(e^{-2\kappa(L-R)}\), since no point of the ball is nearer than \(L-R\) to the image centre.

For \(R=L/2\) all three are of order \(e^{-\kappa L}\). For the equal-volume ball the third is the slowest, with \(2(L-R)\approx0.76L\). These are upper estimates, and the actual error may be smaller.

**Solution for the metal.** Plane waves have pair matrix elements of modulus one, so \(S\) counts pairs of occupied states. Let \(O(q)\) be the fraction of the Fermi sphere that still lies inside the sphere after a displacement by \(q\). The common volume consists of two equal caps:

\[
2\pi\int_{q/2}^{k_F}(k_F^2-z^2)\,dz
=2\pi\left[\frac{2k_F^3}{3}-\frac{k_F^2q}{2}+\frac{q^3}{24}\right].
\]

Division by \(4\pi k_F^3/3\) gives, for \(q\le2k_F\),

\[
O(q)=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}.
\]

Half of the electrons have a given spin, so the exchange energy per electron in the infinite system is

\[
\varepsilon_x(R)=-\frac12\int\frac{d^3q}{(2\pi)^3}O(q)v_R(q)
=-\frac1\pi\int_0^{2k_F}dq\,O(q)(1-\cos qR).
\]

The prefactor is \(\tfrac12\cdot4\pi\cdot4\pi/(8\pi^3)=1/\pi\). Without the cosine, the integral of \(O\) is \(2k_F-\tfrac32k_F+\tfrac14k_F=\tfrac34k_F\), which gives the full exchange \(-3k_F/(4\pi)\).

The missing part is \(\frac1\pi\int_0^{2k_F}O\cos qR\,dq\). Integrate by parts. The first boundary term vanishes, since \(O(2k_F)=0\) and \(\sin0=0\). A second integration gives

\[
\int_0^{2k_F}O\cos qR\,dq=\frac{O'(2k_F)\cos 2k_FR-O'(0)}{R^2}-\frac1{R^2}\int_0^{2k_F}O''\cos qR\,dq .
\]

From \(O'=-3/(4k_F)+3q^2/(16k_F^3)\) we have \(O'(2k_F)=0\) and \(O'(0)=-3/(4k_F)\). With \(O''=3q/(8k_F^3)\), the remaining integral is elementary:

\[
\int_0^{2k_F}O''\cos qR\,dq=\frac{3\sin2k_FR}{4k_F^2R}-\frac{3(1-\cos2k_FR)}{8k_F^3R^2}.
\]

Collect the terms, divide by \(\tfrac34k_F\), and write \(X=k_FR\). The missing fraction of the exchange energy is

\[
\frac1{X^2}-\frac{\sin2X}{X^3}+\frac{1-\cos2X}{2X^4}.
\]

The leading term \(1/(k_FR)^2\) comes from the non-zero slope of \(O\) at \(q=0\). As a function of the vector \(\mathbf q\), the overlap has a cusp there, produced by the sharp Fermi surface. In real space the same surface makes \(|\gamma|^2\) fall as \(1/s^4\) on average, and \(\int_R^\infty s^2ds/(s\cdot s^4)\propto1/R^2\).

For \(k_F=1\) bohr\(^{-1}\), integrating the real-space hole up to \(R=10\), 20 and 40 bohr gives missing fractions of 0.00912, 0.00241 and 0.00064. Multiplied by \(X^2\), they are 0.912, 0.965 and 1.025. The approach to one is oscillatory because of the sine: at \(X=10\) the formula gives \(1-0.0913+0.0030=0.912\). These figures concern the cut-off alone, in an infinite metal. A finite mesh adds an error from sampling the Fermi surface.

### (h) A crystal whose exchange can be computed in two ways

**Question.** Electrons move in the simple cubic potential

\[
V(\mathbf r)=-V_0\left[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right],
\]

with \(a=6\) bohr and \(V_0=0.4\) hartree. The lowest band is doubly occupied. Check that it is separated from the other bands, reduce the mesh sum to one-dimensional quantities, and find a route to the infinite-crystal exchange that uses no reciprocal-space Coulomb kernel.

**Solution.** The Hamiltonian is a sum of three one-dimensional ones. Orbitals are products, and energies are sums. With \(G=2\pi/a\) and integers \(g,g'\), the one-dimensional matrix in plane waves is

\[
h_{gg'}(k)=\tfrac12(k+gG)^2\delta_{gg'}-\tfrac12V_0\,(\delta_{g,g'+1}+\delta_{g,g'-1}),
\]

since \(\cos Gx\) is half the sum of \(e^{iGx}\) and \(e^{-iGx}\). Let \(E_0(k)\) and \(E_1(k)\) be its two lowest bands. The highest occupied energy is \(3\max E_0\). The lowest empty state has one direction in the upper band, with energy \(\min E_1+2\min E_0\). The gap is therefore

\[
\min E_1+2\min E_0-3\max E_0=0.329\ \text{hartree},
\]

while the occupied band is 0.087 hartree wide. The model is an insulator with a dispersive band. Its potential is prescribed, so the orbitals are not self-consistent, and the energies below are exchange energies of these orbitals without correlation.

Because the band is full, the sum over \(\mathbf k\) factorizes, and so does the density matrix. Consequently \(P(\mathbf s)=P_1(s_x)P_1(s_y)P_1(s_z)\), and likewise \(S(\mathbf Q)=S_1(Q_x)S_1(Q_y)S_1(Q_z)\). With \(N\) points per axis and \(L=Na\),

\[
E_N(R)=-\frac1{L^3}\sum_{\mathbf Q}S_1(Q_x)S_1(Q_y)S_1(Q_z)\,v_R(|\mathbf Q|).
\]

For the reference, the factor \(1/s\) must also be separated. The Gaussian integral \(\int_0^\infty e^{-t^2s^2}dt=\sqrt\pi/(2s)\) gives

\[
\frac1s=\frac2{\sqrt\pi}\int_0^\infty dt\,e^{-t^2s_x^2}e^{-t^2s_y^2}e^{-t^2s_z^2}.
\]

The three spatial integrals are then equal:

\[
E_x=-\frac2{\sqrt\pi}\int_0^\infty dt\,I(t)^3,\qquad I(t)=\int_{-\infty}^{\infty}ds\,P_1(s)e^{-t^2s^2}.
\]

For \(t>1\), put \(u=ts\) and \(\tau=1/t\). Then \(I=\tau J(\tau)\) with \(J(\tau)=\int du\,P_1(u\tau)e^{-u^2}\). Since \(dt\) becomes \(d\tau/\tau^2\), this part of the integral is \(\int_0^1d\tau\,\tau J^3\), which has a smooth integrand on a finite interval.

\(P_1\) is computed from orbitals in real space, with 24 mesh points along the axis to stand for the infinite crystal. The result is

\[
E_x=-0.56215\ \text{hartree per cell}=-15.297\ \text{eV per cell}.
\]

### (i) Errors of three treatments, and their weight in a hybrid

**Question.** Compare the cut-off kernel at both radii with the bare kernel whose \(\mathbf Q=0\) term is omitted. Explain the size of the latter error, and state what the errors mean for a hybrid functional with one quarter of exact exchange.

**Solution.** The errors relative to the reference, in hartree per cell, are:

| \(N\) | equal volume | \(R=L/2\) | bare, term omitted |
|---|---|---|---|
| 2 | \(-6.4\times10^{-3}\) | \(-4.7\times10^{-3}\) | 0.2238 |
| 4 | \(-8.6\times10^{-5}\) | \(-5.7\times10^{-5}\) | 0.1172 |
| 6 | \(-1.5\times10^{-6}\) | \(-7.2\times10^{-7}\) | 0.0785 |
| 8 | \(-2.3\times10^{-8}\) | \(-9.2\times10^{-9}\) | 0.0590 |

For \(N=2\) and the equal-volume radius, direct integration of \(P_N/s\) over the ball gives \(-0.568525\) hartree, the same as the mesh sum. This tests the identity of part (e) in a case where the ball extends beyond the supercell.

Both cut-off columns are negative for these even meshes. By the error formula of part (e), the images outweigh the lost tail there. The sign is not general: the interference is linear in the image of \(\gamma\), and in this model it changes sign with the parity of \(N\), so that \(N=3\) and \(N=5\) give positive errors. For \(R=L/2\), each increase of \(L\) by 12 bohr divides the error by 82, 80 and 78 in turn. A nearly constant factor is the mark of an exponential, here with an effective rate of about \(\ln80/12\approx0.37\) bohr\(^{-1}\). The slow drift of the factor shows that a prefactor also varies with \(L\), so this number is only an estimate of \(\kappa\). The last factor presumes a reference accurate to about \(10^{-10}\) hartree, which the steady ratio supports but does not prove.

On these even meshes the equal-volume errors are larger by factors of 1.4 to 2.5, and the factor grows with \(N\). For \(N=3\) and \(N=5\), image weight and interference have opposite signs and partly cancel, and the equal-volume error is the smaller one. This agrees in direction with the slower bound of part (g). Their decay over this range is nevertheless faster than \(e^{-0.76\kappa L}\) would be with the rate just found, so that bound is not reached here.

The last column behaves differently. Omitting \(\mathbf Q=0\) from the bare sum amounts to using the periodic interaction

\[
w_L(\mathbf s)=\frac1{L^3}\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf s}.
\]

It satisfies \(\nabla^2w_L=-4\pi\delta(\mathbf s)+4\pi/L^3\) inside the supercell, where the second term represents a uniform neutralizing background. Scaling all lengths by \(L\) shows that \(w_L(\mathbf s)=w_1(\mathbf s/L)/L\). Near the origin, cubic symmetry leaves no linear term and a single quadratic one, whose coefficient is set by the background. Since \(\nabla^2s^2=6\),

\[
w_L(\mathbf s)=\frac1s-\frac cL+\frac{2\pi s^2}{3L^3}+\dots,
\]

where \(c\) is a pure number. If \(P\) is compact compared with \(L\), the energy \(-\int P\,w_L\) has the error

\[
\frac cL-\frac{2\pi}{3L^3}\int d^3s\,s^2P(\mathbf s)+\dots
\]

For cubic supercells, the leading term does not depend on the material, apart from the number of occupied bands. The value of \(c\) depends on the shape of the supercell. The errors multiplied by \(L\) are 2.685, 2.812, 2.827 and 2.831 hartree bohr, and they approach a constant as required. To remove the next term, assume that the product is \(c-K/L^2\) for the last two meshes:

\[
K=\frac{2.83137-2.82672}{1/36^2-1/48^2}\approx13.8,\qquad
c\approx2.83137+\frac{13.8}{48^2}\approx2.837 .
\]

Leaving the zero-wavevector term out of the cut-off sum would be a mistake of similar size. For \(N=4\), \(R=14.888\) bohr, and the term is \(-3/(2\times14.888)=-0.1007\) hartree, about 18% of the exchange energy. The finite value \(2\pi R^2\) is thus a substantial part of the answer.

A global hybrid such as PBE0 multiplies exact exchange by \(\tfrac14\), and the error at fixed orbitals is multiplied by the same factor. For \(N=4\) it is \(-0.59\) meV per cell with the equal-volume cut-off, and 797 meV per cell with the bare kernel and the omitted term. In a self-consistent calculation the orbitals would respond as well, an effect not included here.

The zero-wavevector term also acts on the band gap. In the exchange contribution to the energy of a state, the pair matrix element at \(\mathbf Q=0\) is the overlap of that state with an occupied state at the same \(\mathbf k\). The overlap is one if the state is itself occupied and zero if it is empty. The term therefore lowers occupied levels by \(v_R(0)/V=3/(2R)\) and leaves empty levels where they are. Dropping it from the cut-off sum in a hybrid with fraction \(\tfrac14\) would narrow the gap by \(0.1007/4=0.025\) hartree, or 0.69 eV, at \(N=4\).

For a single state, occupied or empty, the exchange energy contains \(\gamma\) to the first power, multiplied by a product of Bloch orbitals that does not decay. The upper estimate for the tail cut off at \(R\) is then of order \(e^{-\kappa R}\), instead of the \(e^{-2\kappa R}\) of the total energy, where the sum over all occupied states produces \(|\gamma|^2\). The images inside the ball also enter to the first power, with the estimate \(e^{-\kappa(L-R)}\), which is the slower of the two for the equal-volume radius. A mesh that suffices for the total energy may thus be too coarse for the gap, and the two need separate convergence checks. In both cases a smaller \(\kappa\) calls for a larger supercell, and for a metal the exponential estimates do not apply. The full set of values is in the numerical output.

## Calculated quantities

```
Kernel at R = 5.0 bohr (quadrature | formula), bohr^2
  q = 0.0 /bohr: 157.079633 | 157.079633
  q = 0.1 /bohr: 153.834290 | 153.834290
  q = 0.5 /bohr: 90.535353 | 90.535353
  q = 1.0 /bohr: 9.001766 | 9.001766
  q = 2.0 /bohr: 5.777614 | 5.777614
Model: a = 6.0 bohr, V0 = 0.4 hartree
Occupied band width = 0.08733 hartree
Band gap = 0.32904 hartree
Integral of P along one axis = 1.00000000
Reference exchange = -0.56214721 hartree/cell
Reference exchange = -15.29680 eV/cell
N = 2: L = 12.0 bohr, equal-volume R = 7.44421 bohr
  v_R(0) = 348.1903 bohr^2
  exchange, equal-volume R = -0.56852513 hartree/cell
  zero-wavevector part = -0.20149899 hartree/cell
  error, equal-volume R = -6.38e-03 hartree/cell
  error, R = L/2 = -4.70e-03 hartree/cell
  error, bare, Q=0 omitted = 0.223757 hartree/cell
  that error times L = 2.68508 hartree bohr
  real-space ball integral = -0.56852513 hartree/cell
N = 4: L = 24.0 bohr, equal-volume R = 14.88841 bohr
  v_R(0) = 1392.7610 bohr^2
  exchange, equal-volume R = -0.56223360 hartree/cell
  zero-wavevector part = -0.10074950 hartree/cell
  error, equal-volume R = -8.64e-05 hartree/cell
  error, R = L/2 = -5.74e-05 hartree/cell
  error, bare, Q=0 omitted = 0.117170 hartree/cell
  that error times L = 2.81209 hartree bohr
N = 6: L = 36.0 bohr, equal-volume R = 22.33262 bohr
  v_R(0) = 3133.7124 bohr^2
  exchange, equal-volume R = -0.56214871 hartree/cell
  zero-wavevector part = -0.06716633 hartree/cell
  error, equal-volume R = -1.51e-06 hartree/cell
  error, R = L/2 = -7.18e-07 hartree/cell
  error, bare, Q=0 omitted = 0.078520 hartree/cell
  that error times L = 2.82672 hartree bohr
N = 8: L = 48.0 bohr, equal-volume R = 29.77682 bohr
  v_R(0) = 5571.0442 bohr^2
  exchange, equal-volume R = -0.56214723 hartree/cell
  zero-wavevector part = -0.05037475 hartree/cell
  error, equal-volume R = -2.29e-08 hartree/cell
  error, R = L/2 = -9.18e-09 hartree/cell
  error, bare, Q=0 omitted = 0.058987 hartree/cell
  that error times L = 2.83137 hartree bohr
Quarter of error, N=4, truncated = -0.58773 meV/cell
Quarter of error, N=4, omitted = 797.09 meV/cell
Free electrons, k_F = 1 /bohr: -0.238732 hartree/electron
  R = 10 bohr: missing fraction = 0.009117, times (k_F R)^2 = 0.9117
  R = 20 bohr: missing fraction = 0.002412, times (k_F R)^2 = 0.9648
  R = 40 bohr: missing fraction = 0.000641, times (k_F R)^2 = 1.0252
```
